Log-Gaussian broadening of logarithmically discretized spectra, tested on a solvable impurity, part 2

Discrete spectra, pooled over N_z shifts z = m/N_z of a grid of ratio Λ (h = ln Λ), are broadened to A_α with ripple at most ε and height loss at most η. Hartree atomic units, energies also in eV. With x = ln ω and X = ln(ω/ω′),

L(ω,ω′) = θ(ωω′) exp[−(ln(ω/ω′)/α − γ)²] / (√π α |ω|).   (1)

∫₀^∞ dω L = ∫dX exp[−(X/α − γ)²]/(√π α) = ∫dv e^{−v²}/√π = 1.   (3)

∫₀^∞ dω ω^s L = ω′^s exp(sαγ + s²α²/4).   (4)

Henceforth γ = α/4, preserving plateaus:

L = exp(−X²/α² − α²/16) / (√π α √(ωω′)),   (6)

A_α(e^x) = ∫dx′ K(x − x′) A(e^{x′}),   K(X) = exp[−(X/α + α/4)²]/(√π α).   (7)

A_α(ω) = ∫dv (e^{−v²}/√π) A(ω e^{α²/4 + αv}).   (8)

A delta peak at ω₀ has

position = ω₀ e^{−α²/4},   height = 1/(√π α ω₀),

FWHM = 2ω₀ e^{−α²/4} sinh(α√(ln 2)).   (9)

Harmonics:

∫dv (e^{−v²}/√π) e^{iq(x + α²/4 + αv)} = e^{iq(x + α²/4)} e^{−q²α²/4},   (10)

r = exp[−(πN_zα/h)²].   (11)

Statement (b): plateau ripple is at most ε, to leading order, if α ≥ α_min = h √(ln(2/ε)) / (π N_z).

For a Lorentzian band of half-width Γ at ω₀, whose height broadening multiplies by R, the goal is

N_z ≳ h √(ln(2/ε)) ω₀ / (π √(2η) Γ).   (2)

Model: a Falicov–Kimball impurity with two equally weighted sectors ε_d = ±U/2, E = ω − ε_d, and a flat bath of half-width D, discretized as star Hamiltonians with Campo–Oliveira energies ∫dε/∫(dε/ε) per interval (lowest ξ_min). Each exact sector is A_L = (Γ/π)/(E² + Γ²). For shift z,

G_z = 1/(E + iΓ) + Σ_{k≥1} G_k u^k,   G_k = −2iΓ s^{k−1}/(E + iΓ)²,   (15)

with s = (E − iΓ)/(E + iΓ), u = e^{iφ}, φ = 2π(x/h + z) + constant. N_z shifts leave k = jN_z. Terms in p = e^{−2π²/h} are dropped.

A_z(ω) = A_L(ω)[1 + 2Σ_{k≥1} cos kΘ] = A_L(ω) 2π Σ_n δ(Θ − 2πn),   (16)

Θ = φ − 2δ, δ = arg(E + iΓ),

(1/2π) dΘ/dx = 1/h + ωA_L(ω).   (17)

**7. Ripple bound inside a band**

K is real on the real axis, so (7) can be written A_α(e^x) = −(1/π) Im ∫dw′ K(x − w′) G(e^{w′}) with w′ = x′ + i0. K is entire and G(e^{w′}) is analytic for 0 < Im w′ < π. There |G| ≤ 1/Im ω grows at most exponentially in |x′|, which the Gaussian overcomes, so the line of integration can be raised to w′ = x + α²/4 + αv + iy. On it three moduli are needed. The kernel is exp[−(v + iy/α)²], of modulus e^{−v²} e^{y²/α²}. The harmonic has |u^k| = e^{−2πky/h}. With ω′ = e^{Re w′} and |s| ≤ 1,

|G_k| ≤ 2Γ/[(ω′cos y − ε_d)² + (Γ + ω′ sin y)²].

For k = N_z the exponent y²/α² − 2πN_z y/h is smallest at y = πN_zα²/h, where it equals −(πN_zα/h)² = ln r. On the same line harmonic jN_z has exponent (2j − 1) ln r. Summing r^{2j−1} over j gives r/(1 − r²), so

|ripple(ω)| ≤ [2r/(1 − r²)] B(ω),   (19)

B(ω) = ∫dx′ K(x − x′) (Γ/π)/[(ω′cos y − ε_d)² + (Γ + ω′ sin y)²].

For the two-sector model B is the mean of the two envelopes. B never exceeds 1/(πΓ). For ε_d ≥ 0 and y ≤ π/2 the denominator is never below its value at y = 0, and for ε_d < 0 it is at least cos²(y/2) times that value. For small y, B is therefore at most about the broadened Lorentzian, and at a band it approaches it only when y ≪ Γ/ω₀. The relative ripple is then at most about 2r everywhere, and α_min of statement (b) is sufficient at the bands too. The neglect of p was justified for y ≤ π/2. At α = α_min, y = h ln(2/ε)/(πN_z), so the condition can fail only for few shifts, large Λ or very small ε.

The bound is far from sharp at the band centre. In the limit α → 0 at fixed N_zα, the phase N_zΘ becomes linear over the kernel, and (10) with q = N_z dΘ/dx replaces r by r raised to the power (1 + hωA_L)². The condition α ≪ Γ/ω₀ alone is not enough, because the departure of Θ from linearity is multiplied by N_z. The bound is approached only where hωA_L ≪ 1, that is in the tails of a band and on a plateau at ω ≪ Γ.

**8. Overbroadening**

Apply (8) to A_L with ε_d = ω₀ and evaluate at ω = ω₀. Take as variable the scaled detuning λ, defined by ω′ = ω₀(1 + αλ). With b = αω₀ and t = Γ/b, A_L = (1/πΓ) t²/(λ² + t²), which is even in λ. From α²/4 + αv = ln(1 + αλ) follows dv = dλ/(1 + αλ), so

πΓA_α(ω₀) = ∫dλ W(λ) t²/(λ² + t²),   W = e^{−v²}/[√π(1 + αλ)].

Only W is expanded in α, which keeps the estimate uniform in t. With P = ¼ + λ²/2, the series of the logarithm gives v = λ − αP + α²λ³/3 + …, hence

v² = λ² − 2αλP + α²(P² + 2λ⁴/3) + …,

−ln(1 + αλ) = −αλ + α²λ²/2 + ….

The exponent of W is −λ² + αc₁ + α²c₂, with c₁ = 2λP − λ = λ³ − λ/2 and c₂ = λ²/2 − P² − 2λ⁴/3. Then W = (e^{−λ²}/√π)[1 + αc₁ + α²Q + …], where Q = c₂ + c₁²/2. Using P² = 1/16 + λ²/4 + λ⁴/4 and c₁²/2 = λ²/8 − λ⁴/2 + λ⁶/2,

Q = −1/16 + 3λ²/8 − 17λ⁴/12 + λ⁶/2.

The expansion holds for α|λ| < 1, and the region outside carries weight exponentially small in 1/α². The term c₁ is odd and integrates to zero against the even Lorentzian, so the first correction is of relative order α². Two limits check Q. For t → 0 the Lorentzian selects λ = 0 and the correction is −α²/16, as (6) gives at X = 0. For t → ∞ the Gaussian averages ⟨λ²⟩ = 1/2, ⟨λ⁴⟩ = 3/4, ⟨λ⁶⟩ = 15/8 give −1/16 + 3/16 − 17/16 + 15/16 = 0, as plateau preservation requires.

The leading term is the centre of a Voigt profile. Use t/(λ² + t²) = ∫₀^∞ e^{−tτ} cos(λτ) dτ and the Gaussian average ⟨cos λτ⟩ = e^{−τ²/4} from (10):

R = t∫₀^∞ e^{−tτ − τ²/4} dτ = t e^{t²} ∫₀^∞ e^{−(τ/2 + t)²} dτ = √π t e^{t²} erfc(t).   (20)

The last step substitutes σ = τ/2 + t and uses ∫_t^∞ e^{−σ²}dσ = (√π/2) erfc(t). For small t, R → √π t, which is the height in (9) divided by 1/(πΓ): the kernel alone sets the shape. For large t, expanding e^{−τ²/4} and using ∫τ^n e^{−tτ}dτ = n!/t^{n+1},

R = 1 − 1/(2t²) + 3/(4t⁴) − …,   1 − R ≈ α²ω₀²/(2Γ²).   (21)

Because e^{−a} ≥ 1 − a, the inequality 1 − R ≤ 1/(2t²) holds for all t, so the leading estimate errs on the safe side. Quadrature of (8) differs from (20) by less than 0.2α² in relative terms for every α = α_min in the tables of section 10.

The position of a resolved band follows from (8) as well. Expanding in the displacement α²/4 + αv of x, with ⟨v⟩ = 0 and ⟨v²⟩ = ½, gives A_α = A + (α²/4)(∂_x + ∂_x²)A + O(α⁴). Since ∂_x = ω d/dω, the operator acts as 2ωA′ + ω²A″ = (ω²A′)′, a total derivative, consistent with (3). The maximum obeys A′ + (α²/4)(2A′ + 4ωA″ + ω²A‴) = 0. At the centre of a symmetric peak A′ and A‴ vanish, and A′ ≈ A″ δω nearby, so A″ δω + α²ω₀A″ = 0:

δω = −α²ω₀   (α ≪ Γ/ω₀).   (22)

This is four times the shift −α²ω₀/4 of an unresolved delta peak. The two terms of the operator contribute equally. The term 2ωA′ expresses that the averaging window in (8) has its mean α²ω/2 above ω, and it gives −α²ω₀/2. The term ω²A″ expresses that the window widens with ω, and it gives the other −α²ω₀/2.

**9. The trade-off and the procedure**

A loss 1 − R ≤ η is guaranteed by α ≤ √(2η) Γ/ω₀, from (21). A ripple at most ε is guaranteed, to leading order, by α ≥ α_min. Both hold when α_min ≤ √(2η) Γ/ω₀, which is (2). With ω₀ = U/2, the number of shifts grows linearly in U/Γ and in ln Λ, and as η^{−1/2}. Solving 1 − R = η with (20) gives a slightly larger admissible α.

The procedure is: discretize with Campo–Oliveira energies for z = m/N_z; solve each shift; pool the peaks with weights divided by N_z; broaden with γ = α/4 and α = α_min; verify the weight of each sign and the moment factors (4). The relative errors are of order p from the discretization and of order ω/D and ξ_min/ω from the cut-offs, at most about 2r from ripple, and about 1 − R at the band centre from broadening.

In an interacting NRG calculation truncation adds errors that depend on z, the shift average need not converge to the exact spectrum, and the bands are not Lorentzian. In (2), Γ stands for the half-width of the band, which for the Hubbard bands of the spin-½ Anderson model at large U is about twice the hybridization. Reducing α can then uncover those errors. A feature that changes when N_z is doubled at fixed N_zα is not yet resolved, and a band width close to the value (9) measures the kernel and not the system.

**10. Worked example**

The chosen inputs are U = 0.1 Ha = 2.7211 eV, Γ = 0.005 Ha = 0.1361 eV, Λ = 2, ε = 0.01 and η = 0.05. Then ω₀ = 0.05 Ha = 1.3606 eV, Γ/ω₀ = 0.1 and h = 0.693147. The star Hamiltonians had D = 10⁴ Ha and 37 levels of each sign. They were diagonalized for each shift and broadened with (1), and the result was compared on 0.01 ≤ ω ≤ 0.2 Ha with quadrature of (8) over the exact Lorentzians.

For N_z = 2 and α = 0.5 the broadened weights are 0.50000000 on each side and the positive-frequency mean grows by 1.133148 = e^{0.125}, as (3) and (4) demand. This mean exists only because D is finite, since the Lorentzian tail makes it diverge logarithmically.

The exact upper band peaks at 1.3606 eV. Its height is ½ × 1/(πΓ) × (1 + 1/401) = 31.910 /Ha = 1.1727 /eV, where Γ²/(U² + Γ²) = 1/401 is the tail of the lower band. Its FWHM is 0.01003 Ha = 0.2728 eV.

The width rule gives N_z α_min = 0.693147 × √(ln 200)/π = 0.693147 × 2.30181/π = 0.50786. At α = α_min:

N_z   α        peak (eV)   height ratio   R
1     0.5079   1.2399      0.2876         0.2832
2     0.2539   1.3218      0.4737         0.4708
4     0.1270   1.3479      0.6902         0.6888
8     0.0635   1.3565      0.8651         0.8647
15    0.0339   1.3592      0.9506         0.9505
16    0.0317   1.3593      0.9559         0.9558
32    0.0159   1.3602      0.9879         0.9879
64    0.0079   1.3604      0.9969         0.9969

With one shift, t = 0.1/0.50786 = 0.197 and the band keeps 29 per cent of its height. The measured ratio refers to the displaced maximum of the two-band spectrum, while R refers to one Lorentzian at ω₀; the two agree within 2 per cent even there. At N_z = 64, αω₀/Γ = 0.50786/6.4 = 0.07935, so (21) gives 0.07935²/2 = 0.00315. The next term, 0.75 × 0.07935⁴ = 0.00003, brings this to the computed loss 0.00312.

The peak positions show the two regimes. At N_z = 16, (22) predicts a shift of 0.0317² × 1.3606 = 0.0014 eV, against 1.3606 − 1.3593 = 0.0013 eV. At N_z = 1 the delta-peak rule gives 1.3606 × e^{−0.0645} = 1.276 eV, but the maximum is at 1.2399 eV. The shift of 0.12 eV lies between the delta limit and the 0.35 eV that (22) would give, as expected when t is small but not zero.

N_z   FWHM (eV)   ratio to exact   delta FWHM (eV)
1     1.2429      4.556            1.1111
2     0.7256      2.660            0.5703
4     0.4589      1.682            0.2870
8     0.3376      1.238            0.1437
15    0.2943      1.079            0.0767
16    0.2918      1.070            0.0719
32    0.2778      1.018            0.0360
64    0.2741      1.005            0.0180

The last column is (9); for N_z = 1 it is 2 × 1.3606 × 0.93755 × sinh(0.42282) = 1.1111 eV. The observed width lies between the larger of the intrinsic and kernel widths and their sum. The two become comparable at N_z = 4.

For η = 0.05 the asymptotic rule gives α ≤ √0.1 × 0.1 = 0.03162 and N_z ≥ 0.50786/0.03162 = 16.06. Solving (20) gives α ≤ 0.03405 and N_z ≥ 14.92, so 15 shifts suffice, and the diagonalized model at N_z = 15 has height ratio 0.9506.

The ripple was taken as the difference between the broadened discrete data and the broadened exact spectrum. As a test of (15), at N_z = 4 and α = 0.1 its maximum is 0.0714 /Ha, and the harmonics k = 4, 8, 12 integrated on the raised contour reproduce it to 4.5 × 10⁻⁵ /Ha, a residue of the size expected from the cut-offs. At α = α_min, relative to the local smooth value:

N_z   y        max ripple   max bound   near ω₀
1     1.1690   5.08e−3      7.74e−3     7.0e−5
2     0.5845   7.90e−3      9.19e−3     2.4e−4
4     0.2922   8.69e−3      9.71e−3     1.1e−4
8     0.1461   8.95e−3      9.89e−3     3.0e−5
15    0.0779   9.39e−3      9.95e−3     2.7e−5
16    0.0731   9.22e−3      9.95e−3     3.2e−5
32    0.0365   8.86e−3      9.98e−3     3.0e−5
64    0.0183   7.63e−3      9.99e−3     2.9e−5

Every y is below π/2, and (19) held at every frequency, with an allowance of 10⁻⁴ of the peak height for the cut-off errors. This allowance, 3 × 10⁻³ /Ha, exceeds the bound itself in the upper tail (about 5 × 10⁻⁴ /Ha at ω = 0.2 Ha), so the pointwise test is not sensitive there. The evidence in the tails is that the maximal relative ripple stays below the maximal relative bound in every row. The last column covers frequencies within roughly 5 per cent of ω₀.

Two features of this table need comment. First, the ripple near ω₀ settles at about 3 × 10⁻⁵. With hω₀/(πΓ) = 2.206, the limiting estimate of section 7 for the upper level is r = 0.005 raised to the power 3.206² = 10.3, or about 10⁻²⁴. This limit is not yet reached at N_z = 8 or 16, but there too the relative ripple of the upper level at ω₀ is small, below 10⁻⁶ and 10⁻¹¹ respectively. The observed value matches another source: the lower level contributes a tail of relative size 1/401 at ω₀, its comb has only the bath density there, and it carries nearly the full ripple ε. This gives 0.01/401 = 2.5 × 10⁻⁵ at the centre and slightly more where the band has begun to fall. The entries also contain the cut-off error of order ω₀/D = 5 × 10⁻⁶, so their second digit is not significant. Second, the largest ripple varies non-monotonically with N_z, although r is fixed, and among the rows shown it is greatest at N_z = 15. By (16) the two sectors oscillate with phases N_zΘ_±, which differ by 2N_z(δ₊ − δ₋). At the upper end of the window, ω = 0.2 Ha, δ₊ − δ₋ = arctan(1/30) − arctan(1/50) = 0.0133, so the difference is small for few shifts and reaches 1.7 rad at N_z = 64. At the lower end, ω = 0.01 Ha, δ₊ − δ₋ = π − arctan(1/8) − arctan(1/12) = π − 0.2075, so modulo 2π the difference has magnitude 0.415 N_z. The two ripples are there nearly opposite at N_z = 8 (3.3 rad), in phase again at N_z = 15 (6.2 rad ≈ 2π), which produces the largest entry of the table, and out of step by 0.36, 0.71 and 1.4 rad at N_z = 16, 32 and 64. They return into phase near N_z = 30 and 45, where the largest ripple is again about 9.4 × 10⁻³, so the smaller entries at N_z = 16, 32 and 64 are not a steady decline. The position of the maximum moves accordingly: it lies at the upper end for N_z = 8, at the lower end for N_z = 15, 16 and 32, and for N_z = 64 inside the window, near ω = 0.021 Ha, where the two ripples are again nearly in phase. The sum of moduli in (19) ignores this interference.

Numbers as computed

```
1 Ha = 27.211386 eV
U = 0.1 Ha = 2.7211 eV; w0 = U/2 = 0.05 Ha = 1.3606 eV
Gamma = 0.005 Ha = 0.1361 eV; Lambda = 2.0; h = 0.693147
ripple target eps = 0.01; height-loss target eta = 0.05
kernel, alpha = 0.5: gamma, weight, mean factor, plateau factor
  -0.125  1.00000000  1.000000  1.133148
  +0.000  1.00000000  1.064494  1.064494
  +0.125  1.00000000  1.133148  1.000000
  +0.250  1.00000000  1.206230  0.939413
delta peak: position/w0 0.93941, height*w0 1.12838, FWHM/w0 0.80490
p(Lambda=10) = 1.892e-04; p(Lambda=2) = 4.289e-13
alpha_min * Nz = 0.50786
plateau: Nz, alpha, 2r, measured half peak-to-peak ripple
  1  0.2000  0.87937  0.88052
  1  0.5079  0.01000  0.01000
  2  0.2000  0.07475  0.07475
  4  0.1270  0.01000  0.01000
midpoint grid: pi*Gamma*A = 1.03972; A_Lambda = 1.03972
bands: D = 1e+04 Ha, 37 bath levels per sign
Nz=2, alpha=0.5: weight +/-: 0.50000000 0.50000000; mean factor 1.133148
exact band: peak 1.3606 eV, height 31.910/Ha = 1.1727/eV
exact band: FWHM 0.01003 Ha = 0.2728 eV
h*w0/(pi*Gamma) = 2.206 (extra levels per bath spacing)
Nz=4, alpha=0.1: max ripple 0.0714/Ha, formula error 4.5e-05/Ha
Nz, alpha, peak (eV), height ratio, Voigt R, FWHM (eV), FWHM ratio
   1 0.5079 1.2399 0.2876 0.2832 1.2429 4.556
   2 0.2539 1.3218 0.4737 0.4708 0.7256 2.660
   4 0.1270 1.3479 0.6902 0.6888 0.4589 1.682
   8 0.0635 1.3565 0.8651 0.8647 0.3376 1.238
  15 0.0339 1.3592 0.9506 0.9505 0.2943 1.079
  16 0.0317 1.3593 0.9559 0.9558 0.2918 1.070
  32 0.0159 1.3602 0.9879 0.9879 0.2778 1.018
  64 0.0079 1.3604 0.9969 0.9969 0.2741 1.005
Nz, delta FWHM (eV), y, max rel. ripple, max rel. bound, ripple near w0
   1 1.1111 1.1690 5.08e-03 7.74e-03 7.0e-05
   2 0.5703 0.5845 7.90e-03 9.19e-03 2.4e-04
   4 0.2870 0.2922 8.69e-03 9.71e-03 1.1e-04
   8 0.1437 0.1461 8.95e-03 9.89e-03 3.0e-05
  15 0.0767 0.0779 9.39e-03 9.95e-03 2.7e-05
  16 0.0719 0.0731 9.22e-03 9.95e-03 3.2e-05
  32 0.0360 0.0365 8.86e-03 9.98e-03 3.0e-05
  64 0.0180 0.0183 7.63e-03 9.99e-03 2.9e-05
Nz=64: height loss 0.00312; asymptotic 0.00315
eta=0.05 Voigt: alpha_max 0.03405, Nz >= 14.92 -> 15
eta=0.05 asymptotic: alpha_max 0.03162, Nz >= 16.06
```
